# Why Two-Step MCSCF Converges Linearly and Coupled Newton Quadratically, part 2

A two-step MCSCF cycle diagonalizes the CI matrix exactly, then takes a Newton step in the orbitals at fixed CI vector. States near a stationary point are

$$\Psi(\kappa,\delta)=e^{K}\frac{c+B\delta}{\sqrt{1+\delta^T\delta}},$$

where $c$ is the CI vector, the columns of $B$ span the rest of the singlet CAS space, and $K=\sum_a\kappa_aT_a$ rotates orbitals between the core, active and virtual classes. Energies $E$ are in hartree ($E_h$); parameters are dimensionless.

The orbital and CI errors are $x$ and $y$, a prime marks the next iterate, and $O(2)$ means second order in the errors. The gradient has parts $g_o,g_c$, and the Hessian $H$ has blocks $H_{oo},H_{oc},H_{co},H_{cc}$. $H$, $H_{oo}$ and $H_{cc}$ are assumed invertible. In the CI eigenbasis $H_{cc}=\mathrm{diag}\,2(E_k-E_0)$, with $E_0$ the target root. After an exact CI step, $g_o=Sx+O(2)$, and the cycle gives $x'=Mx+O(2)$ and $g_o'=Sx'=M^Tg_o+O(2)$, with

$$S=H_{oo}-H_{oc}H_{cc}^{-1}H_{co}=H_{oo}(1-M),$$

$$M=H_{oo}^{-1}H_{oc}H_{cc}^{-1}H_{co}.$$

The nonzero eigenvalues $\lambda_i$ of $M$ are those of

$$N=H_{cc}^{-1}G,\qquad G=H_{co}H_{oo}^{-1}H_{oc},$$

so there are at most as many as CI directions.

For positive definite $H_{oo}$ and $H_{cc}$, $\lambda_i\ge0$, and $H$ is positive definite if and only if the spectral radius $\rho<1$. The error $\|x\|_o=\sqrt{x^TH_{oo}x}$ then falls by $\rho$ per cycle in the end, and the energy error by $\rho^2$, if the start has weight on the dominant mode (eigenvalue $\rho$). A reduction by $\tau$ takes about $\ln\tau/\ln\rho$ cycles. The smallest eigenvalue of $Hz=\mu Dz$, $D=\mathrm{diag}(H_{oo},H_{cc})$, is $\mu_{\min}=1-\sqrt{\rho}$.

Active–active rotations are left out as redundant: keeping one gives $H$ a null vector along which $\Psi$ is constant.

Real codes re-centre the parameters after every step. The orbital rotation then acquires a factor $R$ within the classes, which leaves the state unchanged and only relabels the next step linearly; Newton's step is invariant under such relabelling. The Jacobian $M$ survives this. The question now is whether the coupled Newton step, in orbitals and CI together, stays quadratic in the moving frame.

**A.** Let $z=(x,y)$ be the error in fixed coordinates and $\varphi_z(s)$ the coordinates of the state reached by a step $s=(\kappa,\delta)$ in the frame centred on $z$. By the invariance of Newton's step under linear relabelling, neither $R$ nor the choice of $B$ matters. The function $\varphi$ is smooth, $\varphi_z(0)=z$, and $A(z)=\partial\varphi_z/\partial s$ at $s=0$ equals 1 at $z=0$. The chain rule gives

$$g=A^T\nabla E,\qquad h=A^T(\nabla^2E)A+\sum_k\partial_kE\,\partial^2_s\varphi^k .$$

With $\nabla E=Hz+O(2)$ and $A=1+O(1)$ we get $g=Hz+O(2)$. The last term of $h$ is proportional to the gradient, so $h=H+O(1)$, and $H$ invertible gives $h^{-1}=H^{-1}+O(1)$. Then $s=-h^{-1}g=-z+O(2)$ and

$$z'=\varphi_z(s)=z+As+O(s^2)=z-z+O(2),$$

so $|z'|\le C'|z|^2$ near the solution. No sign condition was used, so the step converges to saddles and excited-state stationary points as well as to minima.

The link to the two-step cycle appears when the coupled equations are solved after an exact CI step, $g_c=0$. The second block row, $H_{co}\kappa+H_{cc}\delta=0$, gives $\delta=-H_{cc}^{-1}H_{co}\kappa$, and the first row, $H_{oo}\kappa+H_{oc}\delta=-g_o$, becomes $S\kappa=-g_o$. For $\rho<1$,

$$S^{-1}=(1-M)^{-1}H_{oo}^{-1}=\sum_{k\ge0}M^kH_{oo}^{-1},$$

and the two-step cycle keeps the term $k=0$. A cycle of exact CI and an orbital step with $S$ in place of $H_{oo}$ gives $x'=x-S^{-1}Sx+O(2)=O(2)$. Here $S$ is invertible because $Sx=0$ would make $(x,-H_{cc}^{-1}H_{co}x)$ a null vector of $H$. Alternation as such does not make the method linear; the use of $H_{oo}$ does.

**Q.** Put numbers on it for a real molecule.

**A.** Take LiH at 250 pm in the STO-3G basis with one core, two active and three virtual orbitals and two active electrons. There are $1\cdot2+1\cdot3+2\cdot3=11$ rotations, and the three singlet configurations leave 2 CI directions. The CASSCF energy is $-7.823010\,E_h=-34.1063$ aJ with active occupations 1.771 and 0.229. Full CI in the same basis gives $-7.823724\,E_h$; that level carries the full basis-set error, neglects relativity and nuclear motion, and serves here to supply natural orbitals as the start. At the solution, in the CI eigenbasis, $H_{cc}=\mathrm{diag}(0.759856,\,0.982478)\,E_h$, and $G_{11}=0.260405$, $G_{22}=0.068022$, $|G_{12}|=0.125672\,E_h$. Then

$$N_{11}=\frac{0.260405}{0.759856}=0.34270,\qquad N_{22}=\frac{0.068022}{0.982478}=0.06924,$$

$$N_{12}N_{21}=\frac{0.125672^2}{0.759856\times0.982478}=0.021155 .$$

The trace is 0.41194 and the determinant is $0.023727-0.021155=0.002572$, so

$$\lambda=\tfrac12\Big(0.41194\pm\sqrt{0.16969-0.01029}\Big)=\tfrac12(0.41194\pm0.3993),$$

which gives $\rho=0.4056$ and $\lambda_2=0.0063$. These values belong to the STO-3G basis and are not converged properties of the molecule: with the same geometry and active space, $\rho$ is 0.51 in 6-31G and 0.54 in cc-pVDZ, $\lambda_2$ is 0.032 and 0.039, and the larger active occupation rises to 1.86 and 1.87.

The independent side is the actual cycle, with re-centred frames. Its finite-difference Jacobian differs from $M$ by at most $6.9\times10^{-8}$ in any element (an absolute difference of dimensionless entries), and repeated application from a random start, rescaled to stay small, gives 0.4056. Four orbital Newton steps per cycle in place of one give 0.4056 along the dominant mode. The generalized eigenvalue $\mu_{\min}=0.3631$ matches $1-\sqrt{0.4056}$. Averaged over displacements of $\pm3\times10^{-4}$ rad along the dominant mode, which cancels the cubic terms, the energy error goes from $5.093\times10^{-9}$ to $8.378\times10^{-10}\,E_h$, a ratio of 0.1645, and $0.4056^2=0.1645$. Halving a small displacement reduces the gradient left after one step by $2^{1.000}$ for the two-step cycle and by $2^{2.000}$ for both the step with $S$ and the coupled step. The lowest eigenvalues of $S$ and $H_{oo}$, 0.0990 and $0.1121\,E_h$, have the ratio 0.88, which is not $1-\rho$: the rate is not read off from the softest curvatures.

**Q.** The gradient sequence in the numerical output does not start at that ratio. The first step gains far more.

**A.** The norms of $g_o$ run $4.655\times10^{-3}$, $3.049\times10^{-4}$, $1.203\times10^{-4}$, $4.882\times10^{-5}\,E_h$, with ratios 0.0655, 0.395 and 0.406, and the late ratio at cycle 16 is 0.4056. In the linear rule $g'=M^Tg$ the first step removes the nine directions with $\lambda=0$ and multiplies the second mode by 0.0063, so what survives is almost entirely the dominant mode. Taking the linear rule to hold from the start, the third norm divided by $\rho^2$ gives that mode's part of the starting gradient, $7.3\times10^{-4}\,E_h$ or 0.16 of the norm, and $0.16\rho$ is close to the first ratio. This is a share of the gradient, in which stiff directions count heavily; it does not mean that the dominant mode is a small part of the orbital error. From the second entry, reaching $10^{-10}\,E_h$ takes $\ln(3.049\times10^{6})/0.9024=16.5$, so 17 more cycles and 18 in all, as observed. The coupled step needs 3: $4.655\times10^{-3}\to1.425\times10^{-5}\to6.426\times10^{-10}\,E_h$, after which the printed value is at rounding level. The quotients $|g'|/|g|^2$ are 0.66 and $3.2\,E_h^{-1}$. They need not agree, since the second-order term is a quadratic form that depends on the direction of the error.

**Q.** You required weight on the dominant mode. Can a sensible start lack it?

**A.** Symmetry can remove it. Take H$_2$ at 150 pm in the cc-pVDZ basis, both electrons active in $\sigma_g$ and $\sigma_u$, with 16 rotations; the CASSCF energy is $-1.056125\,E_h=-4.6044$ aJ. With orbitals of definite parity, every $T_a$ and every CI direction is gerade or ungerade under inversion. At a gerade state the energy is unchanged when all ungerade parameters change sign, so their gradient vanishes and the Hessian does not couple the two parities. The step is then gerade and, in exact arithmetic, the iteration stays in that subspace. The two CI directions have opposite parity, $G_{12}=0$, and

$$\lambda_u=\frac{0.135067}{0.925840}=0.1459,\qquad\lambda_g=\frac{0.145004}{1.199664}=0.1209 .$$

The spectral radius is the ungerade value, and the random start measures 0.1459, whereas the symmetric natural-orbital start measures 0.1209. The digits are specific to this basis; in cc-pVTZ the two eigenvalues are 0.155 and 0.124.

**Q.** What does the spectrum look like if I keep the active–active rotation after all?

**A.** The null vector $(x,y)$ of $H$ found earlier satisfies $y=-H_{cc}^{-1}H_{co}x$ from its second row and $Sx=0$ from its first, so $Mx=x$. The eigenvalue 1 is found for both molecules, and it belongs to a direction that leaves $\Psi$ unchanged. The other eigenvalue stays at 0.1209 for H$_2$, because the $\sigma_g$–$\sigma_u$ rotation is ungerade and does not enter the gerade block. For LiH it is 0.2263, equal to neither earlier value. The spectrum therefore belongs to a given division of the variables into two sets, and $\rho=0.4056$ refers to the division with inter-class rotations alone.

**Q.** Everything positive rested on the lowest root. What happens for an excited root, or at a saddle?

**A.** The Jacobian $M$ needed invertibility alone. For an excited root some $E_k-E_0$ are negative. With $H_{oo}$ still positive definite and $h_k$ the columns of $H_{oc}$,

$$H_{oo}^{1/2}MH_{oo}^{-1/2}=\sum_k\frac{w_kw_k^T}{2(E_k-E_0)},\qquad w_k=H_{oo}^{-1/2}h_k .$$

This is symmetric, so the eigenvalues are real and the norm arguments carry over with $|\lambda|$, but roots below the target contribute negative terms, and a close root contributes a large term unless its $w_k$ is small. A negative $\lambda$ makes the error alternate in sign, and $|\lambda|>1$ makes it grow.

A model with one orbital angle $x$ and one CI direction shows both signs of $\lambda$, each with $|\lambda|$ below and above one. It has $H_{oo}>0$ throughout and does not cover an indefinite $H_{oo}$, for which the argument for real eigenvalues above does not apply. Let the CI matrix have diagonal $ax^2/2$ and $\Delta+ax^2/2$ and off-diagonal $\beta\sin x$. At $x=0$ both roots are stationary, since the first derivative of the matrix is off-diagonal. For either root $H_{oo}=a$, the mixed derivative is twice the off-diagonal slope, $H_{oc}=2\beta$, and $H_{cc}=+2\Delta$ for the lower root and $-2\Delta$ for the upper. Hence

$$\lambda=\frac{(2\beta)^2}{a(\pm2\Delta)}=\pm\frac{2\beta^2}{a\Delta}.$$

With $a=1.0\,E_h$ and $\Delta=0.5\,E_h$, $\beta=0.3\,E_h$ gives $\pm0.18/0.5=\pm0.36$ and $\beta=0.6\,E_h$ gives $\pm0.72/0.5=\pm1.44$, and the iterated model reproduces all four values. For the lower root at $\beta=0.6\,E_h$, $S=a(1-1.44)<0$: the point is a saddle of $E(x,y)$ with positive diagonal blocks, and the cycle leaves it. For the upper root, $S=a(1+1.44)>0$, so $x=0$ is a minimum of that root's energy along $x$, yet the step $-g_o/H_{oo}=-2.44\,x$ overshoots to $-1.44\,x$ and the error grows with alternating sign. In both cases $H$ is invertible, with determinant $H_{cc}S\neq0$, so the coupled step still converges at least quadratically. In this model it is even cubic, because the energy is unchanged when the orbital and CI errors both change sign, which leaves no third-order terms.

## Table of computed values

```
== LiH/STO-3G CAS(2,2), R = 250 pm: 225 determinants, 11 rotations, 2 CI directions
E(CASSCF) = -7.82301037 Eh = -34.10633 aJ; E(FCI) = -7.82372388 Eh
active occupations = 1.77088, 0.22912
Hcc diagonal = 0.759856, 0.982478 Eh
G11, G22, |G12| = 0.260405, 0.068022, 0.125672 Eh
lowest eigenvalue Hoo, S, H = 0.11209, 0.09903, 0.09134 Eh
formula lambda1 = rho, lambda2 = 0.405598, 0.006340
finite-difference Jacobian eigenvalues = 0.405598, 0.006340
max|J - M| = 6.9e-08; power iteration of real map = 0.405598
rate with orbitals converged at frozen CI = 0.405598
mu_min = 0.363135, 1 - sqrt(rho) = 0.363135
energy errors 5.0927e-09 -> 8.3780e-10 Eh (start 0.0003 rad)
energy ratio = 0.164509, rho^2 = 0.164509
orders: two-step 1.000, relaxed 2.000, coupled 2.000
eigenvalues with redundant rotation kept = 1.000000, 0.226348
steps per factor 1e-6, ln(1e-6)/ln(rho) = 15.31
steps to |g|<1e-10 Eh: two-step 18, coupled 3
late gradient ratio from natural-orbital start (n=16) = 0.405598
n=0: |g| two-step 4.655e-03 Eh, coupled 4.655e-03 Eh
n=1: |g| two-step 3.049e-04 Eh, coupled 1.425e-05 Eh
n=2: |g| two-step 1.203e-04 Eh, coupled 6.426e-10 Eh
n=3: |g| two-step 4.882e-05 Eh, coupled 1.478e-17 Eh
n=4: |g| two-step 1.981e-05 Eh, coupled - Eh
n=5: |g| two-step 8.035e-06 Eh, coupled - Eh
n=6: |g| two-step 3.259e-06 Eh, coupled - Eh
n=7: |g| two-step 1.322e-06 Eh, coupled - Eh
== H2/cc-pVDZ CAS(2,2), R = 150 pm: 100 determinants, 16 rotations, 2 CI directions
E(CASSCF) = -1.05612538 Eh = -4.60444 aJ; E(FCI) = -1.06153495 Eh
active occupations = 1.81007, 0.18993
Hcc diagonal = 0.925840, 1.199664 Eh
G11, G22, |G12| = 0.135067, 0.145004, 0.000000 Eh
lowest eigenvalue Hoo, S, H = 0.33523, 0.33300, 0.33115 Eh
formula lambda1 = rho, lambda2 = 0.145886, 0.120870
finite-difference Jacobian eigenvalues = 0.145885, 0.120870
max|J - M| = 2.0e-08; power iteration of real map = 0.145886
rate with orbitals converged at frozen CI = 0.145886
mu_min = 0.618050, 1 - sqrt(rho) = 0.618050
energy errors 4.6563e-08 -> 9.9097e-10 Eh (start 0.0003 rad)
energy ratio = 0.021283, rho^2 = 0.021283
orders: two-step 1.000, relaxed 2.000, coupled 2.000
eigenvalues with redundant rotation kept = 1.000000, 0.120870
steps per factor 1e-6, ln(1e-6)/ln(rho) = 7.18
steps to |g|<1e-10 Eh: two-step 8, coupled 2
late gradient ratio from natural-orbital start (n=6) = 0.120870
n=0: |g| two-step 6.532e-03 Eh, coupled 6.532e-03 Eh
n=1: |g| two-step 3.770e-05 Eh, coupled 1.405e-06 Eh
n=2: |g| two-step 4.481e-06 Eh, coupled 1.019e-12 Eh
n=3: |g| two-step 5.417e-07 Eh, coupled 7.917e-17 Eh
n=4: |g| two-step 6.547e-08 Eh, coupled - Eh
H2 gerade lambda = 0.120870, ungerade lambda = 0.145886
== model a = 1.0 Eh, Delta = 0.5 Eh
beta = 0.3 Eh, root 0: measured 0.360000, formula 0.360000
beta = 0.3 Eh, root 1: measured -0.360000, formula -0.360000
beta = 0.6 Eh, root 0: measured 1.440000, formula 1.440000
beta = 0.6 Eh, root 1: measured -1.440000, formula -1.440000
```
